# Allen's optical scattering rate at zero temperature and its inversion

## 1. Result and conditions

In a normal metal at zero temperature, light of frequency \(\omega\) is absorbed by creating an electron, a hole and a phonon together. To lowest order in the electron-phonon coupling, the optical scattering rate is

\[
\frac1{\tau(\omega)}=\frac{2\pi}{\omega}\int_0^\omega d\Omega\,(\omega-\Omega)\,a(\Omega),\qquad a\equiv\alpha_{\rm tr}^2F, \tag{1}
\]

and the transport spectrum follows from it by

\[
a(\omega)=\frac1{2\pi}\frac{d^2}{d\omega^2}\left[\frac{\omega}{\tau(\omega)}\right]. \tag{2}
\]

The field is uniform, the crystal is cubic or isotropic, and interband transitions are absent. Both \(\omega\) and the phonon energies are small compared with the energies over which velocities, couplings and the density of states vary. Phonons are the only inelastic scatterers. The algebra uses atomic units, with electron charge \(-1\); numerical energies and rates are in eV.

Let \(N_0\) be the density of states per spin of the whole volume \(V\), \(\langle\cdot\rangle\) a Fermi-surface average, and \(g\) the matrix element for \(\mathbf k\to\mathbf k'\) with emission of a phonon of energy \(\Omega_q\). Band energies \(\varepsilon\) are measured from the Fermi level. Then

\[
a(\Omega)=\frac1{N_0}\sum_{\mathbf k\mathbf k'}|g|^2\,\delta(\varepsilon)\,\delta(\varepsilon')\,\delta(\Omega-\Omega_q)\,\frac{(v_x-v_x')^2}{2\langle v_x^2\rangle}. \tag{3}
\]

Without the last factor this is the ordinary spectrum \(\alpha^2F\).

## 2. Absorbing one photon while emitting one phonon

A field \(\mathbf E\cos\omega t\) gives \(\dot{\mathbf k}=-\mathbf E\cos\omega t\), so every crystal momentum is shifted by

\[
\boldsymbol\kappa(t)=-\frac{\mathbf E}{\omega}\sin\omega t .
\]

To first order in the field, the band energy becomes \(\varepsilon+\mathbf v\cdot\boldsymbol\kappa(t)\). With \(\Delta\mathbf v=\mathbf v'-\mathbf v\), the amplitude of the final state, to first order in \(g\), is

\[
c(t)=-ig\int_0^t dt'\,e^{i(\varepsilon'-\varepsilon+\Omega_q)t'}
\exp\left[i\int_0^{t'}ds\,\Delta\mathbf v\cdot\boldsymbol\kappa(s)\right].
\]

The inner integral is elementary:

\[
\int_0^{t'}ds\,\Delta\mathbf v\cdot\boldsymbol\kappa(s)=z(\cos\omega t'-1),\qquad z=\frac{\Delta\mathbf v\cdot\mathbf E}{\omega^2}.
\]

The factor \(e^{-iz}\) has modulus one and drops out of the probability. For small \(z\),

\[
e^{iz\cos\omega t'}\simeq1+\frac{iz}{2}\left(e^{i\omega t'}+e^{-i\omega t'}\right).
\]

The term with \(e^{-i\omega t'}\) describes absorption of one photon. Its effective matrix element has magnitude \(|gz|/2\), so the golden rule gives

\[
w=2\pi|g|^2\frac{(\Delta\mathbf v\cdot\mathbf E)^2}{4\omega^4}\,\delta(\varepsilon'-\varepsilon+\Omega_q-\omega). \tag{4}
\]

If the two velocities are equal, the field shifts both energies equally and there is no absorption. This is the origin of the transport factor in (3). The shift also changes \(g\), by a relative amount of order \(E/(\omega k_F)\). Compared with \(z\sim v_FE/\omega^2\), this is smaller by \(\omega/(v_Fk_F)\), and it is neglected.

Direct propagation of the Schrödinger equation for one level coupled to a dense set of final levels tests (4). At \(z=0.2\) the computed rate is 0.989 of the golden-rule value. The next term in the expansion accounts for most of the difference: the cubic term multiplies the one-photon amplitude by \(1-z^2/8\), and hence the rate by about \(1-z^2/4=0.990\). With equal velocities, the computed rate vanishes to the printed accuracy.

## 3. From the transition rate to the conductivity

At zero temperature the initial state is occupied, \(\varepsilon<0\), and the final state is empty, \(\varepsilon'>0\). A process without a photon would need \(\varepsilon'-\varepsilon+\Omega_q=0\), which is impossible for positive phonon energies. Photon emission is excluded for the same reason. Absorption of one photon therefore gives all the absorbed power at order \(E^2\).

Take \(\mathbf E\) along \(x\). The absorbed power is \(\tfrac12E^2V\,{\rm Re}\,\sigma\). It also equals \(\omega\) times the total rate, with a factor 2 for spin:

\[
\tfrac12E^2V\,{\rm Re}\,\sigma=2\omega\sum_{\mathbf k\mathbf k'}f(1-f')\,w .
\]

Inserting (4) gives the prefactor \(2\cdot2\omega\cdot2\pi/(4\omega^4)=2\pi/\omega^3\), so that

\[
{\rm Re}\,\sigma=\frac{2\pi}{\omega^3V}\sum_{\mathbf k\mathbf k'}|g|^2(\Delta v_x)^2f(1-f')\,\delta(\varepsilon'-\varepsilon+\Omega_q-\omega). \tag{5}
\]

Next insert \(1=\int d\Omega\,\delta(\Omega-\Omega_q)\). Since velocities, couplings and state densities are nearly constant over energies of order \(\omega\), the energy integrals separate from the sum over the Fermi surface. With \(u=-\varepsilon>0\) for the hole and \(u'=\varepsilon'>0\) for the electron,

\[
\int_0^\infty du\int_0^\infty du'\,\delta(u+u'+\Omega-\omega)=(\omega-\Omega)\,\theta(\omega-\Omega).
\]

The factor \(\omega-\Omega\) counts the ways to divide the energy left after phonon emission between electron and hole. By (3), the Fermi-surface sum is \(2N_0\langle v_x^2\rangle a(\Omega)\). With the Drude weight \(D=2N_0\langle v_x^2\rangle/V\),

\[
{\rm Re}\,\sigma(\omega)=D\,\frac{2\pi}{\omega^3}\int_0^\omega d\Omega\,(\omega-\Omega)\,a(\Omega). \tag{6}
\]

The optical scattering rate is defined through the extended Drude form

\[
\sigma(\omega)=\frac{iD}{\omega+M(\omega)},\qquad \frac1{\tau(\omega)}={\rm Im}\,M(\omega).
\]

For \(|M|\ll\omega\), \(\sigma\simeq iD/\omega-iDM/\omega^2\), whose real part is \(D/(\omega^2\tau)\). Comparison with (6) gives (1). The condition concerns the real part of \(M\), a mass renormalization, as well as the rate.

## 4. Meaning and inversion

Exchanging the order of integration gives

\[
\int_0^\omega d\Omega\,(\omega-\Omega)a(\Omega)=\int_0^\omega d\varepsilon\int_0^\varepsilon d\Omega\,a(\Omega),
\]

and therefore

\[
\frac1{\tau(\omega)}=\frac1\omega\int_0^\omega d\varepsilon\,\Gamma_{\rm tr}(\varepsilon),\qquad
\Gamma_{\rm tr}(\varepsilon)=2\pi\int_0^\varepsilon d\Omega\,a(\Omega). \tag{7}
\]

Here \(\Gamma_{\rm tr}(\varepsilon)\) is the transport-weighted rate at which a carrier of energy \(\varepsilon\) emits phonons. The optical rate is its average over carrier energies up to \(\omega\), and thus lies at or below \(\Gamma_{\rm tr}(\omega)\).

Now set \(W(\omega)=\omega/\tau(\omega)\). Equation (7) gives

\[
W'(\omega)=\Gamma_{\rm tr}(\omega),\qquad W''(\omega)=2\pi a(\omega),
\]

which is (2) wherever \(a\) is continuous.

Static disorder corresponds to \(\Omega=0\). Its energy window is \(\omega\), which cancels the prefactor \(1/\omega\), so it adds a constant \(\gamma_0\) to the rate at this order. The added term \(\gamma_0\omega\) in \(W\) has no second derivative. Any other contribution to \(W\) with a nonzero second derivative, for instance from a density of states that varies on the scale of \(\omega\), would be read as part of the phonon spectrum.

If the spectrum ends at \(\Omega_m\), then for \(\omega\ge\Omega_m\)

\[
\frac1\tau=2\pi\int_0^{\Omega_m}a\,d\Omega-\frac{2\pi}{\omega}\int_0^{\Omega_m}\Omega\,a\,d\Omega .
\]

The rate approaches its limit slowly, as \(1/\omega\), because some carriers still receive too little energy to emit every phonon.

## 5. A free-electron sphere with acoustic phonons

Take free electrons with \(m=1\), phonons \(\Omega=sq\) up to \(\Omega_m=2k_Fs\), and \(|g|^2=Cq/V\). On the sphere \(q^2=2k_F^2(1-\mu)\), where \(\mu\) is the cosine of the scattering angle. The angular average \(\tfrac12\int d\mu\) becomes \(\int q\,dq/(2k_F^2)\). With \(n_0=N_0/V\) and \(x=\Omega/\Omega_m\),

\[
\alpha^2F(\Omega)=\frac{n_0C}{2k_F^2}\int_0^{2k_F}dq\,q^2\,\delta(\Omega-sq)=\frac{n_0C\,\Omega^2}{2k_F^2s^3}=\frac{2n_0C}{s}\,x^2 .
\]

The coupling constant \(\lambda=2\int d\Omega\,\alpha^2F/\Omega\) equals the prefactor \(2n_0C/s\), so \(\alpha^2F=\lambda x^2\).

For free electrons \(\Delta\mathbf v\) has magnitude \(q\). Averaging over orientation gives \((\Delta v_x)^2\to q^2/3\), while \(2\langle v_x^2\rangle=2k_F^2/3\). The transport factor is \(q^2/(2k_F^2)=2x^2\), and

\[
a(\Omega)=2\lambda x^4,\qquad 0\le x\le1 .
\]

Below the cutoff, (1) gives

\[
\frac1\tau=\frac{4\pi\lambda}{\omega\Omega_m^4}\left(\frac{\omega^6}{5}-\frac{\omega^6}{6}\right)=\frac{2\pi\lambda}{15}\frac{\omega^5}{\Omega_m^4},
\]

and above it

\[
\frac1\tau=4\pi\lambda\Omega_m\left(\frac15-\frac{\Omega_m}{6\omega}\right).
\]

The parameters are \(\varepsilon_F=5\) eV, \(\Omega_m=0.04\) eV and \(\lambda=0.2\). At the cutoff,

\[
\frac1\tau=\frac{2\pi(0.2)(0.04)}{15}=0.00335\ {\rm eV}.
\]

The carrier rate there is 0.0201 eV, six times larger, because the average of \(\varepsilon^5\) over \(0<\varepsilon<\omega\) is \(\omega^5/6\). At \(\omega=0.08\) eV,

\[
\frac1\tau=4\pi(0.2)(0.04)\left(\frac15-\frac1{12}\right)=0.0117\ {\rm eV},
\]

or a lifetime of 56 fs. This rate is 0.15 of \(\omega\). At \(\omega=0.4\) eV, ten times the cutoff, formula (1) gives 0.0184 eV, still 8% below its limit of 0.0201 eV. Here \(\omega/\varepsilon_F=0.08\), and the Fermi-surface reduction begins to lose accuracy: with phonons cut off sharply at \(q=2k_F\), the sum (5) lies about 2% lower, because pairs with \(k+k'<2k_F\) cannot reach the largest \(q\).

A Monte Carlo sum over three-dimensional momenta tests the Fermi-surface reduction. It evaluates \(\int_0^{\Omega_m}d\omega\,\omega^3\,{\rm Re}\,\sigma\) from (5), and agrees with (6) within its relative statistical error of 0.4%. Using \(\alpha^2F\) in place of \(a\) in (6) gives a sum-to-formula ratio of 0.57. This ratio can be checked by hand, since both integrals carry the weight \((1-x)^2\):

\[
\frac{2\int_0^1(1-x)^2x^4dx}{\int_0^1(1-x)^2x^2dx}=\frac{2/105}{1/30}=\frac47 .
\]

## 6. Inversion with a finite step and noisy data

With data at spacing \(h\), the second derivative is replaced by a second difference. Taylor's formula with integral remainder reads

\[
W(\omega\pm h)=W(\omega)\pm hW'(\omega)+\int_0^hdu\,(h-u)\,W''(\omega\pm u).
\]

Adding the two signs cancels \(W'\). Division by \(2\pi h^2\) gives

\[
\frac{W(\omega+h)-2W(\omega)+W(\omega-h)}{2\pi h^2}=\int_{-h}^{h}du\,\frac{h-|u|}{h^2}\,a(\omega+u). \tag{8}
\]

The inversion returns \(a\) averaged over a triangle of half-width \(h\). The mean of \(u^2\) over this triangle is \(h^2/6\), so for smooth \(a\) the leading bias is \(h^2a''/12\).

Take data computed from (1), with \(h=0.002\) eV and an elastic rate of 0.01 eV added. Such data show the error of the finite step alone. At 0.02 eV the total rate is half of \(\omega\), so the expansion in \(M/\omega\) used in section 3 does not apply. In the angle-independent model of section 7 this does no harm to first order in the coupling: an elastic rate adds the constant \(i\gamma_0\) to \(S(u)\), and this constant passes into \(M\) unchanged for any \(\gamma_0/\omega\). Angle-dependent scattering with a large elastic rate is not treated here. At \(\omega=0.02\) eV, \(a''=24\lambda\omega^2/\Omega_m^4=750\) eV\(^{-2}\), so the bias is 0.00025. The inversion gives 0.02525 where the true value is 0.02500. At the cutoff, where \(a\) drops from 0.4 to zero, it gives 0.187. This is slightly less than half of 0.4, because half the triangle lies beyond the edge and the other half covers values below 0.4.

Independent errors of standard deviation \(\delta\) in \(1/\tau\) enter \(W\) multiplied by the frequency. Their variances add with weights \((\omega+h)^2+4\omega^2+(\omega-h)^2=6\omega^2+2h^2\), so

\[
\delta a=\frac{\delta\sqrt{6\omega^2+2h^2}}{2\pi h^2}. \tag{9}
\]

For \(\delta=10^{-6}\) eV and \(\omega=0.02\) eV this is 0.0020, or 8% of \(a\), although \(\delta\) is only about \(10^{-4}\) of the total rate. Halving \(h\) divides the bias by four and multiplies the noise by nearly four.

## 7. Where the lowest order stops being sufficient

A model with angle-independent coupling shows the effect of higher orders. The average of \(\mathbf v\cdot\mathbf v'\) then vanishes, so \(a=\alpha^2F\), and ladder corrections to the current vertex vanish for the same reason. Crossed phonon lines are neglected, as is justified for phonon energies far below \(\varepsilon_F\).

In this approximation the self-energy \(\Sigma\) depends on energy alone, with

\[
-{\rm Im}\,\Sigma(\varepsilon)=\pi\int_0^{|\varepsilon|}d\Omega\,a(\Omega),\qquad
{\rm Re}\,\Sigma(\varepsilon)=\int d\Omega\,a(\Omega)\ln\left|\frac{\Omega-\varepsilon}{\Omega+\varepsilon}\right| .
\]

The first is half the golden-rule decay rate; the second follows from it by causality.

The field couples to the current with amplitude \(Ev_x/(2\omega)\). Let \(A\) be the spectral function, a Lorentzian in band energy \(\xi\). The golden rule for removing an electron at energy \(-u\) and adding one at \(\omega-u\) gives

\[
{\rm Re}\,\sigma=\frac{\pi D}{\omega}\int_0^\omega du\int d\xi\,A(\xi,-u)\,A(\xi,\omega-u).
\]

Two Lorentzians convolve to one whose width is the sum of the two widths. Since \({\rm Re}\,\Sigma\) is odd and \({\rm Im}\,\Sigma\) is even, the \(\xi\)-integral is

\[
\frac1\pi{\rm Re}\,\frac{i}{\omega+S(u)},\qquad S(u)=-\Sigma(u)-\Sigma(\omega-u).
\]

The causal conductivity with this real part is

\[
\sigma=\frac{iD}{\omega}\int_0^\omega\frac{du}{\omega+S(u)} .
\]

Its causality is seen by writing \(u=t\omega\) with \(0\le t\le1\): for \(\omega\) in the upper half-plane, \({\rm Im}\,S>0\), and the denominator has no zero there. An added term \(iC/\omega\) with real \(C\) would leave the real part at \(\omega>0\) unchanged; it is excluded because \(\sigma\) must approach \(iD/\omega\) at high frequency, as the expression above does.

Let a bar denote the average over \(0<u<\omega\). Comparison with the extended Drude form gives \(\omega+M=1/\overline{(\omega+S)^{-1}}\). Expanding to second order in \(S\),

\[
M=\overline S-\frac{\overline{S^2}-\overline S^{\,2}}{\omega}+\cdots . \tag{10}
\]

The imaginary part of \(\overline S\) is \((2\pi/\omega)\int_0^\omega d\varepsilon\int_0^\varepsilon d\Omega\,a\), again the rate (1). The next term changes \(W\) by

\[
\delta W=-2\left(\overline{S_1S_2}-\overline{S_1}\;\overline{S_2}\right),\qquad S=S_1+iS_2 .
\]

This covariance is of order \(\lambda^2\). It continues to vary nonlinearly with \(\omega\) above the phonon cutoff, so its second derivative produces a spectrum where there are no phonons.

The calculation uses \(a=6\lambda x^2(1-x)^2\), whose peak is \(0.375\lambda\), and \(h=0.05\,\Omega_m\). Doubling \(\lambda\) from 0.01 multiplies the largest relative rate deviation by 1.96 and the largest spurious value above the cutoff by 3.97. These factors test the expected first and second powers.

At \(\lambda=0.2\), the rate from the full expression differs from (1) by at most 1% at the sampled frequencies between \(0.5\,\Omega_m\) and \(3\,\Omega_m\). At \(0.5\,\Omega_m\), where the true spectrum peaks, the inversion gives 0.0762 instead of 0.0750. At \(\lambda=1\), the largest rate deviation is still only 3%, but the inverted value at \(0.5\,\Omega_m\) is 0.397 instead of 0.375. Between \(1.1\,\Omega_m\) and \(2.9\,\Omega_m\), the inverted spectrum then ranges from \(-0.039\) to \(0.040\), about a tenth of the true peak on either side of zero within this window. The negative end is reached at the lower edge, \(1.1\,\Omega_m\), and the dip grows deeper between there and the cutoff.

Good agreement in the rate therefore does not guarantee equal accuracy in its second derivative. Negative values cannot belong to the spectrum (3), which is non-negative; in this noise-free model they come from applying the lowest-order inversion to the full conductivity. The numerical output lists the values used here.

## Numbers as computed

```
Fermi energy = 5.0 eV, phonon cutoff = 0.040 eV
coupling lambda = 0.20
Fermi wavenumber = 1.1456 1/angstrom
hbar * sound speed = 0.01746 eV angstrom
propagated/golden-rule rate, velocities differ = 0.9894
same ratio, equal velocities = 0.00000
momentum sum / formula with alpha_tr^2 F = 1.0000
relative statistical error of the sum = 0.0037
momentum sum / formula with alpha^2 F = 0.5715
w = 0.01 eV: optical rate = 3.2725e-06 eV, single-particle = 1.9635e-05 eV
w = 0.02 eV: optical rate = 1.0472e-04 eV, single-particle = 6.2832e-04 eV
w = 0.04 eV: optical rate = 3.3510e-03 eV, single-particle = 2.0106e-02 eV
w = 0.08 eV: optical rate = 1.1729e-02 eV, single-particle = 2.0106e-02 eV
w = 0.40 eV: optical rate = 1.8431e-02 eV, single-particle = 2.0106e-02 eV
high-frequency limit of the rate = 0.02011 eV
rate/w at w = 0.08 eV = 0.1466
lifetime at w = 0.08 eV = 56.12 fs
elastic rate added = 0.010 eV, step h = 0.002 eV
w = 0.02 eV: inverted = 0.02525, true alpha_tr^2 F = 0.02500
w = 0.03 eV: inverted = 0.12713, true alpha_tr^2 F = 0.12656
w = 0.04 eV: inverted = 0.18716, true alpha_tr^2 F = 0.40000
w = 0.05 eV: inverted = 0.00000, true alpha_tr^2 F = 0.00000
error of each rate = 1.0e-06 eV; at w = 0.02 eV
  error of alpha_tr^2 F: sampled 0.00195, formula 0.00195
lambda = 0.01: largest relative rate deviation = 0.0005
lambda = 0.02: largest relative rate deviation = 0.0011
lambda = 0.20: largest relative rate deviation = 0.0096
  at half cutoff: inverted = 0.0762, true = 0.0750
  above cutoff (true 0): lowest = -0.00051, highest = 0.00308
lambda = 1.00: largest relative rate deviation = 0.0323
  at half cutoff: inverted = 0.3973, true = 0.3750
  above cutoff (true 0): lowest = -0.03860, highest = 0.04033
doubling lambda from 0.01: deviation grows by 1.964
  spurious spectrum above cutoff grows by 3.967
```
